# Lorenz ratio of one heated lead in inelastic cotunnelling, part 1

(Sections cited here and not found follow in the second part.)

## 1. One conductance, two Lorenz ratios

A metallic island is joined to two leads by tunnel junctions of 100 kΩ and 50 kΩ. At 0.10 K, with a charging energy of \(5.0\times10^{-4}\) eV, the calculated conductance from lead to lead is \(1.02\times10^{-9}\) S. Now warm one lead slightly, keep everything else at 0.10 K, and divide the heat conductance of the warm lead by the conductance and the temperature. If the lead behind the 100 kΩ junction is warmed, the result is \(2.40\,L_0\). If the lead behind the 50 kΩ junction is warmed, it is \(4.20\,L_0\). Here

\[
L_0=\frac{\pi^2k^2}{3e^2}=2.443\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}}
\]

is the Wiedemann-Franz value. The conductance is the same in both cases, so the heat must know something that the charge current does not.

The answer has two parts. Events that carry an electron from one lead to the other give \(9/5\,L_0\), whichever lead is warm. Other events, of the same order in the tunnel coupling, carry heat out of the warm lead and no net charge. Together they give

\[
\frac{L_{\rm hot}}{L_0}=\frac95+\frac65\,\frac{G_L}{G_R},
\tag{1}
\]

where \(L\) is the warm lead and \(G_L,G_R\) are the conductances of the two junctions taken singly. With the island held at the base temperature, as here, the value 9/5 is therefore the complete answer only in the limit \(G_L\ll G_R\). For an island that is free to warm up, 9/5 holds for any \(G_L/G_R\), as Section 12 shows.

## 2. The model

The algebra uses units with \(\hbar=e=1\), and temperature is measured as an energy, \(k=1\). The constants are restored where numbers are needed.

The island holds a fixed number of electrons. Adding one costs the charging energy \(E_+\), and removing one costs \(E_-\). Both costs are positive and much larger than \(T\); this is what "deep in Coulomb blockade" means here. A single tunnelling event then cannot conserve energy, except with thermal electrons whose number is exponentially small. Transport proceeds by two tunnelling events joined through a virtual state.

The further assumptions are these.

- The island and the leads are normal metals with dense levels, and their densities of states are constant over the energies that matter.
- The junctions are weak and have many channels, so that the lowest order that gives transport is enough.
- Tunnelling conserves spin.
- Electrons in the island and in lead \(R\) have Fermi distributions at the base temperature \(T\). Lead \(L\) has a Fermi distribution at \(T_L=T+\delta T\).

The base distribution is \(f(\varepsilon)=1/(e^{\varepsilon/T}+1)\), with energies measured from the common chemical potential. The distribution in the warm lead is \(f_L\).

The Lorenz ratio of the warm lead is

\[
L_{\rm hot}=\frac{\kappa}{GT},\qquad \kappa=\frac{dJ}{dT_L}\bigg|_{T_L=T},
\tag{2}
\]

where \(J\) is the heat current leaving lead \(L\) and \(G\) is the linear conductance from \(L\) to \(R\) with all temperatures equal. Where the heat ends up plays no part in this definition. That matters, because the island is a third body that can absorb heat.

## 3. The amplitude

Consider four orbitals. Orbital 1 is an occupied state of a lead, orbital 2 an empty state of the island, orbital 3 an occupied state of the island, and orbital 4 an empty state of a lead. In the event, the electron in 1 goes to 2 and the electron in 3 goes to 4. The number of island electrons is the same before and after, so the charging energy drops out of the energy balance:

\[
\varepsilon_1+\varepsilon_3=\varepsilon_2+\varepsilon_4 .
\tag{3}
\]

The two hops can occur in either order. Define \(x=\varepsilon_1-\varepsilon_2\), the energy given up in the first-named hop. By (3), \(\varepsilon_4-\varepsilon_3=x\) as well.

If \(1\to2\) comes first, the virtual state has one extra island electron. Its energy above the initial state is \(E_++\varepsilon_2-\varepsilon_1=E_+-x\). If \(3\to4\) comes first, the island lacks one electron, and the energy is \(E_-+\varepsilon_4-\varepsilon_3=E_-+x\).

Second-order perturbation theory divides the product of hopping elements by the initial energy minus the virtual energy, so both terms carry a minus sign. Their relative sign depends on the order of the operators. One order gives \(c_4^\dagger c_3\,c_2^\dagger c_1\), the other \(c_2^\dagger c_1\,c_4^\dagger c_3\). Each pair is a product of two fermion operators, and the two pairs share no orbital, so they commute. The terms add:

\[
M=-t_{21}t_{43}\left[\frac1{E_+-x}+\frac1{E_-+x}\right].
\tag{4}
\]

No other route of two hops leads to the same final state, because each hop joins a lead to the island. The electron from orbital 1 can reach orbital 2 directly, but orbital 4 only by way of the island.

Thermal factors will restrict \(|x|\) to a few times \(T\). To leading order in \(T/E_\pm\),

\[
|M|^2=|t_{21}|^2|t_{43}|^2S^2,\qquad S=\frac1{E_+}+\frac1{E_-}.
\tag{5}
\]

Nothing in this argument says which lead contains orbital 4. If it lies in \(R\), an electron has been transferred from \(L\) to \(R\). If it lies in \(L\), lead \(L\) has recovered its electron number, but orbital 4 generally has a different energy from orbital 1. Lead and island have then exchanged energy without exchanging net charge. The virtual states cost the same in both cases, so both kinds of event have to be kept.

## 4. From hopping elements to junction conductances

For a single junction \(i\), let \(w_i\) be the mean of \(|t|^2\) multiplied by the densities of states on the two sides and summed over spin. The golden rule, without charging energy, gives the net electron flow at a potential difference \(V\):

\[
2\pi w_i\int d\varepsilon\,[f(\varepsilon-V)-f(\varepsilon)]=2\pi w_iV .
\]

The integral equals \(V\) because shifting a step that falls from one to zero by \(V\) adds an area \(V\). Hence

\[
G_i=2\pi w_i .
\tag{6}
\]

Here \(V\) raises the electron energies of the first side, and the current is counted as electron flow. Reversing the sign of the charge in both places leaves \(G_i\) unchanged.

In a cotunnelling event that ends in \(R\), one hop crosses junction \(L\) and the other crosses junction \(R\). The spins of the two electrons are independent, so each sum over spin is already contained in its own \(w_i\). The golden rule gives the rate

\[
\Gamma=A\int d\varepsilon_1d\varepsilon_2d\varepsilon_3d\varepsilon_4\;
(\text{occupations})\;\delta(\varepsilon_1+\varepsilon_3-\varepsilon_2-\varepsilon_4),
\]

with

\[
A_{LR}=2\pi w_Lw_RS^2=\frac{G_LG_RS^2}{2\pi}.
\tag{7}
\]

If both hops cross junction \(L\), the same steps give

\[
A_{LL}=2\pi w_L^2S^2=\frac{G_L^2S^2}{2\pi}.
\tag{8}
\]

There is no factor of one half in (8). Orbitals 1 and 4 are both in lead \(L\), but one is initially full and the other initially empty, and the same holds for 3 and 2 in the island. Each final state therefore appears once in the sum. The ratio that will matter is

\[
\frac{A_{LL}}{A_{LR}}=\frac{G_L}{G_R}.
\tag{9}
\]

Events with both hops across junction \(R\) also occur. They exchange heat between the island and \(R\), but they do not touch lead \(L\).

## 5. Pairs of states and the Bose function

Two of the four occupation factors always belong to the island. It is useful to integrate over them first. Let \(n(\omega)=1/(e^{\omega/T}-1)\). For any two energies \(a\) and \(b\),

\[
\frac{f(b)[1-f(a)]}{f(a)[1-f(b)]}=e^{(a-b)/T},
\]

because \(f/(1-f)=e^{-\varepsilon/T}\). Subtracting one from both sides and multiplying out gives

\[
f(a)[1-f(b)]=n(a-b)\,[f(b)-f(a)].
\tag{10}
\]

Set \(a=\varepsilon\) and \(b=\varepsilon-\omega\), and integrate. The bracket integrates to \(\omega\), so

\[
\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon-\omega)]=\omega\,n(\omega).
\tag{11}
\]

This is the weight for a metal to give up the energy \(\omega\) by moving an electron downwards. Replacing \(\omega\) by \(-\omega\), and using \(n(-\omega)=-1-n(\omega)\), gives the weight for absorbing \(\omega\):

\[
\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+\omega)]=\omega\,[1+n(\omega)].
\tag{12}
\]

Both weights are positive for either sign of \(\omega\).

Four standard integrals are needed. Expanding \(1/(e^y-1)\) in powers of \(e^{-y}\) gives \(\int_0^\infty y^{s-1}/(e^y-1)\,dy=\Gamma(s)\zeta(s)\). The identity \(1/(e^y+1)=1/(e^y-1)-2/(e^{2y}-1)\) shows that the Fermi version is smaller by the factor \(1-2^{1-s}\). With \(\zeta(2)=\pi^2/6\) and \(\zeta(4)=\pi^4/90\),

\[
\int_0^\infty\!\frac{y\,dy}{e^y-1}=\frac{\pi^2}{6},\quad
\int_0^\infty\!\frac{y\,dy}{e^y+1}=\frac{\pi^2}{12},
\]
\[
\int_0^\infty\!\frac{y^3dy}{e^y-1}=\frac{\pi^4}{15},\quad
\int_0^\infty\!\frac{y^3dy}{e^y+1}=\frac{7\pi^4}{120}.
\tag{13}
\]

## 6. Phase space for an electron leaving the warm lead

An electron leaves \(L\) at energy \(\varepsilon\), and another arrives in \(R\) at \(\varepsilon-\omega\). The island absorbs the difference \(\omega=\varepsilon_2-\varepsilon_3\). With (12), the integral over the other three energies is

\[
K(\varepsilon)=\int d\omega\;\omega[1+n(\omega)]\,[1-f(\varepsilon-\omega)].
\tag{14}
\]

To separate the dependence on \(\varepsilon\), write \(p=e^{-\omega/T}\) and \(q=e^{-(\varepsilon-\omega)/T}\), so that \(pq=e^{-\varepsilon/T}\). Then \(1+n(\omega)=1/(1-p)\) and \(1-f(\varepsilon-\omega)=1/(1+q)\). Since

\[
\frac1{1-p}-\frac q{1+q}=\frac{1+pq}{(1-p)(1+q)},
\]

and \(q/(1+q)=f(\varepsilon-\omega)\), while \(1/(1+pq)=1-f(\varepsilon)\), we obtain

\[
K(\varepsilon)=[1-f(\varepsilon)]\int d\omega\,\omega\,[1+n(\omega)-f(\varepsilon-\omega)].
\tag{15}
\]

Add and subtract the unit step \(\theta(\omega)\) in the bracket. The first piece is

\[
\int d\omega\,\omega[1+n(\omega)-\theta(\omega)]=2\int_0^\infty d\omega\,\omega n(\omega)=\frac{\pi^2T^2}{3}.
\]

The negative half-line contributes as much as the positive one, because \(1+n(-u)=-n(u)\) and the factor \(\omega=-u\) supplies a second minus sign.

For the second piece, note that \(f(\varepsilon-\omega)=1-f(\omega-\varepsilon)\). Then

\[
\int d\omega\,\omega[\theta(\omega)-f(\varepsilon-\omega)]
=\int d\omega\,\omega[f(\omega-\varepsilon)-\theta(-\omega)].
\]

If \(f(\omega-\varepsilon)\) were a sharp step at \(\omega=\varepsilon\), this would be \(\varepsilon^2/2\), for either sign of \(\varepsilon\). The thermal rounding of the step is odd about \(\omega=\varepsilon\). It therefore contributes \(2\int_0^\infty y\,dy/(e^{y/T}+1)=\pi^2T^2/6\). Adding the pieces, \(\pi^2T^2/3+\pi^2T^2/6=\pi^2T^2/2\), and

\[
K(\varepsilon)=\tfrac12(\varepsilon^2+\pi^2T^2)\,[1-f(\varepsilon)].
\tag{16}
\]

At \(T=0\) and \(\varepsilon>0\) this is \(\varepsilon^2/2\), the number of ways to divide \(\varepsilon\) between an island pair and an electron in \(R\).

For the reverse event, each full state becomes empty and each empty state full. The three factors \((1-f_2)f_3(1-f_4)\) are replaced by \(f_2(1-f_3)f_4\), which equals the first product multiplied by \(e^{-(\varepsilon_2+\varepsilon_4-\varepsilon_3)/T}=e^{-\varepsilon/T}\). This factor is the same throughout the integral, so

\[
\bar K(\varepsilon)=e^{-\varepsilon/T}K(\varepsilon)=\tfrac12(\varepsilon^2+\pi^2T^2)f(\varepsilon).
\tag{17}
\]

## 7. The conductance

Electrons leave \(L\) at energy \(\varepsilon\) with weight \(f_LK\) and return with weight \((1-f_L)\bar K\). The products \(f_Lf\) cancel in the difference. The net flow per unit energy is

\[
A_{LR}\,\tfrac12(\varepsilon^2+\pi^2T^2)\,[f_L(\varepsilon)-f(\varepsilon)].
\tag{18}
\]

For a small potential \(V\) at equal temperatures, \(f_L-f=-f'(\varepsilon)V\). The function \(-f'\) has unit area, and integration by parts gives

\[
\int d\varepsilon\,\varepsilon^2(-f')=4\int_0^\infty d\varepsilon\,\varepsilon f=\frac{\pi^2T^2}{3}.
\]

Therefore

\[
G=\frac{A_{LR}}2\left(\frac{\pi^2T^2}{3}+\pi^2T^2\right)
=\frac{2\pi^2}{3}A_{LR}T^2
=\frac{\pi}{3}G_LG_RS^2T^2 .
\tag{19}
\]

The potential also changes the energy costs slightly. That change multiplies a flow already proportional to \(V\), so it does not affect the linear conductance.

For the numbers, restore the constants through the dimensionless coupling \(\alpha_i=hG_i/(4\pi^2e^2)\). Equation (19) becomes \(G=\frac{2\pi^2}{3}\alpha_LG_R(SkT)^2\). At the symmetric gate point, \(E_+=E_-=E\) is the charging energy and \(S=2/E\). With \(kT/E=0.01723\), \(\alpha_L=0.0065\) and \(G_R=2.0\times10^{-5}\) S,

\[
G\approx6.58\times0.0065\times2.0\times10^{-5}\times(0.03446)^2\ \mathrm S
\approx1.02\times10^{-9}\ \mathrm S .
\]

The product \(G_LG_R\) is symmetric under exchange of the leads, so the conductance cannot tell which of them is warm.

# Second half: heat, and what the ratio measures

## 8. Symbols and results carried over

Lead \(L\) is at \(T_L\), and the island and lead \(R\) are at \(T\), with Fermi function \(f\) and Bose function \(n\). The junction conductances are \(G_L\) and \(G_R\), and \(S=1/E_++1/E_-\) contains the costs of adding and removing an island electron. Units are \(\hbar=e=k=1\).

Lead-to-lead events have the rate prefactor \(A_{LR}=G_LG_RS^2/(2\pi)\). Same-lead events, in which both hops cross junction \(L\), have \(A_{LL}=(G_L/G_R)A_{LR}\). The net flow of electrons from \(L\) to \(R\) per unit energy in \(L\) is

\[
A_{LR}\,\tfrac12(\varepsilon^2+\pi^2T^2)(f_L-f),\qquad
G=\frac{2\pi^2}{3}A_{LR}T^2 .
\tag{20}
\]

A metal at temperature \(T\) gives up an energy \(\omega\) through one pair of states with weight \(\omega n(\omega)\), and absorbs it with weight \(\omega[1+n(\omega)]\).

## 9. Warming a lead drives no current

Let the leads have equal chemical potentials and different temperatures. Then \(f_L-f\) is odd in \(\varepsilon\), because each Fermi function minus one half is odd. The phase-space factor in (20) is even, so the integrated electron flow vanishes.

This has a practical consequence. Thermal conductance is normally defined at zero electric current. Since warming drives no current at this order, no voltage has to be applied to stop one, and \(\kappa\) is the same for an open and for a closed circuit. The statement belongs to the leading order in \(T/E_\pm\), in which the amplitude does not depend on energy.

The amplitude, the rates and the conductance of cotunnelling are now established, and at leading order warming one lead drives no current. What remains is to calculate the heat carried by lead-to-lead and same-lead events, which together give the Lorenz ratio (1), and to examine its limits and corrections.
